**Small-angle Bhabha scattering and luminosity-ring tolerances**

The program tests the tree-level QED result $\sigma=(16\pi\alpha^2/s)(1/\theta_{\min}^2-1/\theta_{\max}^2)$ and the inner-radius tolerance $|\delta r|=(\varepsilon/2)\,r(1-r^2/R^2)$. Here $s$ is the squared centre-of-mass energy, $\theta_{\min}$ and $\theta_{\max}$ bound the electron's polar angle, $r$ and $R$ are the ring radii, and $\varepsilon$ is the relative luminosity error. Explicit Dirac spinors with the physical electron mass are asserted to reproduce the chirality classes and the angular distribution at sample angles, and quadrature of the spinor sum to reproduce the integrated tree cross-section. The program also asserts that the remainder after the leading and logarithmic terms grows about sixteenfold when both angles double. Root finding on the full tree cross-section tests the tolerances on inner radius, outer radius and distance to 0.3 percent, and two-dimensional quadrature tests the sideways-shift law to one percent. For $r=60$ mm, $R=120$ mm, a distance of 2000 mm and $\varepsilon=10^{-4}$, the output gives an inner-radius tolerance of 2.25 micrometres. It also shows that the full tree cross-section lies $8.3\times10^{-4}$ below the leading formula, relative to that formula.

## Numerical check

```python
"""Small-angle Bhabha scattering and the tolerance of a luminosity ring.

Result under test (tree-level QED, centre-of-mass frame, hbar = c = 1):
    sigma = 16 pi alpha^2/s * (1/theta_min^2 - 1/theta_max^2)
at leading order in angle, and the inner-radius tolerance
    |dr| = (eps/2) * r * (1 - r^2/R^2)
for a relative luminosity error eps.
Symbols: s = squared total energy, theta = electron polar angle,
x = sin^2(theta/2), r and R = inner and outer ring radius,
z = distance of the ring from the collision point.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

alpha = const.fine_structure
gev = const.e * 1e9
electron_mass = const.m_e * const.c**2 / gev
nb_per_inverse_gev2 = (const.hbar * const.c / gev)**2 / 1e-37

root_s = 20.0
s = root_s**2
z, r_in, r_out = 2000.0, 60.0, 120.0
eps = 1e-4

# Dirac matrices in the Dirac representation
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
one, zero = np.eye(2), np.zeros((2, 2))
gamma0 = np.block([[one, zero], [zero, -one]])
gamma = np.array([gamma0] + [np.block([[zero, m], [-m, zero]])
                            for m in pauli], dtype=complex)
gamma5 = np.block([[zero, one], [one, zero]])
metric = np.array([1, -1, -1, -1])


def spinors(momentum, antiparticle, chirality):
    """Two spin states (rows), optionally projected on a chirality."""
    energy = np.sqrt(electron_mass**2 + momentum @ momentum)
    norm = np.sqrt(energy + electron_mass)
    large = norm * one
    small = np.einsum('i,ijk->jk', momentum, pauli) / norm
    parts = (small, large) if antiparticle else (large, small)
    states = np.vstack(parts).T
    if chirality is None:
        return states
    projector = (np.eye(4) + chirality * gamma5) / 2
    return states @ projector.T


def squared_amplitude(theta, chiralities=(None,) * 4):
    """Spin-summed |M|^2/e^4 from explicit massive Dirac spinors."""
    p = np.sqrt(s / 4 - electron_mass**2)
    beam = np.array([0, 0, p])
    out = p * np.array([np.sin(theta), 0, np.cos(theta)])
    u1 = spinors(beam, False, chiralities[0])
    v2 = spinors(-beam, True, chiralities[1])
    u3 = spinors(out, False, chiralities[2])
    v4 = spinors(-out, True, chiralities[3])
    t = -4 * p**2 * np.sin(theta / 2)**2

    def current(left, right):
        return np.einsum('ai,mij,bj->mab', left.conj() @ gamma0,
                         gamma, right)

    scattering = np.einsum('m,mca,mbd->abcd', metric,
                           current(u3, u1), current(v2, v4)) / t
    annihilation = np.einsum('m,mba,mcd->abcd', metric,
                             current(v2, u1), current(u3, v4)) / s
    return np.sum(np.abs(scattering - annihilation)**2)


def spinor_dsigma(theta):
    """Unpolarised dsigma/dOmega in GeV^-2 from the spinor sum."""
    return ((4 * np.pi * alpha)**2 * squared_amplitude(theta) / 4
            / (64 * np.pi**2 * s))


def tree_dsigma(theta):
    x = np.sin(theta / 2)**2
    return alpha**2 / s * (1 / x - 1 + x)**2


def tree_sigma(theta_low, theta_high):
    def primitive(theta):
        x = np.sin(theta / 2)**2
        return -1 / x - 2 * np.log(x) + 3 * x - x**2 + x**3 / 3
    return (4 * np.pi * alpha**2 / s
            * (primitive(theta_high) - primitive(theta_low)))


def leading_sigma(theta_low, theta_high):
    return (16 * np.pi * alpha**2 / s
            * (1 / theta_low**2 - 1 / theta_high**2))


def ring_sigma(inner, outer, distance):
    return tree_sigma(np.arctan(inner / distance),
                      np.arctan(outer / distance))


# Chirality classes: explicit spinors against the invariant expressions
for angle in (0.5, 1.5, 2.6):
    t = -s * np.sin(angle / 2)**2
    u = -s - t
    for c in itertools.product((-1, 1), repeat=4):
        if len(set(c)) == 1:
            expected = 4 * u**2 * (1 / s + 1 / t)**2
        elif c[0] == c[2] and c[1] == c[3]:
            expected = 4 * s**2 / t**2
        elif c[0] == c[1] and c[2] == c[3]:
            expected = 4 * t**2 / s**2
        else:
            expected = 0.0
        assert np.isclose(squared_amplitude(angle, c), expected,
                          rtol=1e-6, atol=1e-7)
for angle in (0.03, 0.06, 0.5, 1.5, 2.6):
    assert np.isclose(spinor_dsigma(angle), tree_dsigma(angle),
                      rtol=1e-6, atol=0)

# Ring cross-section: quadrature of the spinor sum against the primitive
theta_min, theta_max = np.arctan(r_in / z), np.arctan(r_out / z)
nodes, weights = np.polynomial.legendre.leggauss(24)
angles = (theta_max + theta_min + (theta_max - theta_min) * nodes) / 2
values = np.array([spinor_dsigma(a) * np.sin(a) for a in angles])
sigma_quadrature = np.pi * (theta_max - theta_min) * (weights @ values)
sigma_tree = tree_sigma(theta_min, theta_max)
assert np.isclose(sigma_quadrature, sigma_tree, rtol=1e-6, atol=0)

# Small-angle limit: logarithm first, then a remainder of fourth order
def log_correction(low, high):
    return -np.log(high / low) / (1 / low**2 - 1 / high**2)


def remainder(low, high):
    return (tree_sigma(low, high) / leading_sigma(low, high) - 1
            - log_correction(low, high))


remainder_ratio = remainder(0.04, 0.08) / remainder(0.02, 0.04)
assert abs(remainder_ratio / 16 - 1) < 0.01
sigma_lead = leading_sigma(theta_min, theta_max)
sigma_radii = (16 * np.pi * alpha**2 * z**2 / s
               * (1 / r_in**2 - 1 / r_out**2))
assert np.isclose(sigma_radii, sigma_lead, rtol=1e-6, atol=0)

# Tolerances: roots of the full tree cross-section against simple laws.
# Allowed difference 0.3 percent: neglected terms of order theta^2.
def inner_root(outer):
    base = ring_sigma(r_in, outer, z)
    return brentq(lambda d: ring_sigma(r_in + d, outer, z) / base
                  - 1 + eps, 0, 0.1)


def inner_law(outer):
    return eps / 2 * r_in * (1 - r_in**2 / outer**2)


for outer in (75.0, 120.0, 200.0):
    assert abs(inner_root(outer) / inner_law(outer) - 1) < 3e-3
outer_root = brentq(lambda d: ring_sigma(r_in, r_out + d, z)
                    / sigma_tree - 1 - eps, 0, 1)
outer_law = eps / 2 * r_out * (r_out**2 / r_in**2 - 1)
assert abs(outer_root / outer_law - 1) < 3e-3
distance_root = brentq(lambda d: ring_sigma(r_in, r_out, z + d)
                       / sigma_tree - 1 - eps, 0, 10)
distance_law = eps * z / 2
assert abs(distance_root / distance_law - 1) < 3e-3

# Sideways displacement: integrate the flux over the displaced ring
def displaced_sigma(offset):
    rho = (r_out + r_in + (r_out - r_in) * nodes) / 2
    phi = 2 * np.pi * np.arange(64) / 64
    radius2 = (rho[:, None]**2 + offset**2
               + 2 * rho[:, None] * offset * np.cos(phi))
    flux = (tree_dsigma(np.arctan(np.sqrt(radius2) / z))
            * z / (radius2 + z**2)**1.5)
    return (np.pi * (r_out - r_in)
            * np.sum(weights * rho * flux.mean(axis=1)))


assert np.isclose(displaced_sigma(0.0), sigma_tree, rtol=1e-9, atol=0)
offset_law = np.sqrt(eps / (2 * (1 / r_in**2 + 1 / r_out**2)))
offset_change = displaced_sigma(offset_law) / displaced_sigma(0.0) - 1
assert abs(offset_change / eps - 1) < 0.01

bias = ring_sigma(r_in + 0.010, r_out, z) / sigma_tree - 1
assert bias < 0
backward = tree_sigma(np.pi - theta_max, np.pi - theta_min) / sigma_tree
events = 1 / eps**2
luminosity_pb = events / (sigma_tree * nb_per_inverse_gev2) / 1000

print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"total energy sqrt(s) = {root_s:.1f} GeV")
print(f"conversion: 1 GeV^-2 = {nb_per_inverse_gev2:.1f} nb")
print(f"ring distance z = {z:.1f} mm")
print(f"inner radius r = {r_in:.1f} mm")
print(f"outer radius R = {r_out:.1f} mm")
print(f"relative luminosity target eps = {eps:.1e}")
print(f"theta_min = {theta_min:.6f} rad")
print(f"theta_max = {theta_max:.6f} rad")
print(f"1/theta_min^2 - 1/theta_max^2 = "
      f"{1/theta_min**2 - 1/theta_max**2:.3f}")
print(f"16 pi alpha^2/s = "
      f"{16*np.pi*alpha**2/s*nb_per_inverse_gev2:.5f} nb")
print(f"leading cross-section = {sigma_lead*nb_per_inverse_gev2:.2f} nb")
print(f"full tree cross-section = {sigma_tree*nb_per_inverse_gev2:.2f} nb")
print(f"full/leading - 1 = {sigma_tree/sigma_lead-1:.4e}")
print(f"logarithmic correction = "
      f"{log_correction(theta_min, theta_max):.4e}")
print(f"remainder ratio when angles double = {remainder_ratio:.3f}")
print(f"inner tolerance, simple law = {inner_law(r_out)*1000:.4f} um")
print(f"inner tolerance, full tree = {inner_root(r_out)*1000:.4f} um")
print(f"inner tolerance, R to infinity, law = {eps*r_in/2*1000:.4f} um")
print(f"outer tolerance, simple law = {outer_law*1000:.3f} um")
print(f"outer tolerance, full tree = {outer_root*1000:.3f} um")
print(f"distance tolerance, simple law = {distance_law*1000:.2f} um")
print(f"distance tolerance, full tree = {distance_root*1000:.2f} um")
print(f"sideways displacement for eps, law = {offset_law*1000:.1f} um")
print(f"relative change at that displacement = {offset_change:.4e}")
print(f"luminosity bias, true r larger by 10 um = {bias:.4e}")
print(f"relative addition if charges not distinguished = {backward:.2e}")
print(f"events for statistical error eps = {events:.2e}")
print(f"integrated luminosity for these events = {luminosity_pb:.2f} pb^-1")
print("success")
```

Output:

```
fine-structure constant alpha = 0.007297353
total energy sqrt(s) = 20.0 GeV
conversion: 1 GeV^-2 = 389379.4 nb
ring distance z = 2000.0 mm
inner radius r = 60.0 mm
outer radius R = 120.0 mm
relative luminosity target eps = 1.0e-04
theta_min = 0.029991 rad
theta_max = 0.059928 rad
1/theta_min^2 - 1/theta_max^2 = 833.334
16 pi alpha^2/s = 2.60563 nb
leading cross-section = 2171.36 nb
full tree cross-section = 2169.56 nb
full/leading - 1 = -8.2997e-04
logarithmic correction = -8.3070e-04
remainder ratio when angles double = 15.987
inner tolerance, simple law = 2.2500 um
inner tolerance, full tree = 2.2493 um
inner tolerance, R to infinity, law = 3.0000 um
outer tolerance, simple law = 18.000 um
outer tolerance, full tree = 18.021 um
distance tolerance, simple law = 100.00 um
distance tolerance, full tree = 99.91 um
sideways displacement for eps, law = 379.5 um
relative change at that displacement = 1.0007e-04
luminosity bias, true r larger by 10 um = -4.4450e-04
relative addition if charges not distinguished = 2.02e-07
events for statistical error eps = 1.00e+08
integrated luminosity for these events = 46.09 pb^-1
success
```
